# Thermal decay of the density matrix of a half-filled tight-binding chain

## Definitions and conventions

The system is an infinite chain of non-interacting, spinless fermions with one orbital per site,

$$H=-t\sum_j\left(c_j^\dagger c_{j+1}+c_{j+1}^\dagger c_j\right),\qquad t>0 .$$

The wave number $k$ is the phase advance per site, so it is dimensionless and runs over $(-\pi,\pi]$. A plane wave has energy $\varepsilon(k)=-2t\cos k$. The one-particle density matrix in equilibrium depends on the site separation $n$ alone:

$$\rho_n=\langle c_j^\dagger c_{j+n}\rangle=\frac1{2\pi}\int_{-\pi}^{\pi}e^{ikn}f(\varepsilon(k))\,dk,\qquad f(\varepsilon)=\frac1{e^{(\varepsilon-\mu)/k_BT}+1}.$$

For spin-1/2 particles without a magnetic field this is the density matrix per spin, and the sum over spin doubles it. Since $\rho_{-n}=\rho_n$, only $n\ge0$ is needed.

Half filling means $\rho_0=1/2$. It fixes $\mu=0$ at every temperature. With $\mu=0$, $f(\varepsilon)+f(-\varepsilon)=1$, and the band obeys $\varepsilon(k+\pi)=-\varepsilon(k)$. Shifting $k$ by $\pi$ in the integral therefore gives

$$\rho_n=(-1)^n\frac1{2\pi}\int_{-\pi}^{\pi}e^{ikn}\left[1-f(\varepsilon(k))\right]dk=(-1)^n(\delta_{n0}-\rho_n).$$

For $n=0$ this yields $\rho_0=1/2$, as required. For even $n\neq0$ it yields $\rho_n=-\rho_n=0$. The decay law thus concerns odd $n$.

## Result to implement

Define

$$\omega_m=(2m+1)\pi k_BT,\qquad \sinh\kappa_m=\frac{\omega_m}{2t},\qquad m=0,1,2,\dots$$

For $T>0$ and $n\ge1$,

$$\rho_n=2k_BT\,\sin\frac{\pi n}{2}\sum_{m=0}^{\infty}\frac{e^{-n\kappa_m}}{\sqrt{4t^2+\omega_m^2}}.\tag{1}$$

At fixed $T$ and large odd $n$ the term $m=0$ dominates, so

$$\rho_n\simeq A\,\sin\frac{\pi n}{2}\,e^{-n\kappa_0},\quad A=\frac{2k_BT}{\sqrt{4t^2+(\pi k_BT)^2}},\quad \kappa_0=\operatorname{arcsinh}\frac{\pi k_BT}{2t}.\tag{2}$$

The pure exponential is an asymptote, not an identity for all $n$. At fixed $n$ and $T\to0$ the whole sum contributes and gives $\sin(\pi n/2)/(\pi n)$.

## Poles of the Fermi function in the $k$ plane

The function $f$ has poles where $e^{\varepsilon/k_BT}=-1$, that is, at $\varepsilon=\pm i\omega_m$. Near such a pole $\varepsilon_p$,

$$1+e^{\varepsilon/k_BT}=1-e^{(\varepsilon-\varepsilon_p)/k_BT}\approx-\frac{\varepsilon-\varepsilon_p}{k_BT},$$

so the residue of $f$ in $\varepsilon$ is $-k_BT$.

For complex $k=q+i\kappa$ with $\kappa>0$,

$$\varepsilon(k)=-2t\cos q\cosh\kappa+2it\sin q\sinh\kappa .$$

This is purely imaginary only if $\cos q=0$. At $q=\pi/2$ it equals $2it\sinh\kappa$, and at $q=-\pi/2$ it equals $-2it\sinh\kappa$. The poles in the upper half strip are therefore the pairs $k=\pm\pi/2+i\kappa_m$.

The slope there is $\varepsilon'(k)=2t\sin k=\pm2t\cosh\kappa_m$. Because it is not zero, the poles are simple, and the residue of $f(\varepsilon(k))$ in $k$ is $-k_BT/\varepsilon'(k)=\mp k_BT/(2t\cosh\kappa_m)$.

## Shifting the contour

Raise the integration path from the real axis to $\operatorname{Im}k=K_M$, with

$$2t\sinh K_M=2\pi Mk_BT,\qquad M=1,2,\dots$$

This height lies between $\kappa_{M-1}$ and $\kappa_M$, so $M$ pole pairs are enclosed. For integer $n$ the integrand has period $2\pi$, and the two vertical sides of the rectangle cancel. No pole lies on them, because $\varepsilon$ is real there. The residue theorem gives

$$\rho_n=i\sum_{\text{enclosed}}\operatorname{Res}\left[e^{ikn}f\right]+R_M,\qquad R_M=\frac{e^{-nK_M}}{2\pi}\int_{-\pi}^{\pi}e^{iqn}f(\varepsilon(q+iK_M))\,dq .$$

One pole pair contributes

$$i\left(-\frac{k_BT\,e^{-n\kappa_m}}{2t\cosh\kappa_m}\right)\left(e^{i\pi n/2}-e^{-i\pi n/2}\right)=\frac{2k_BT\sin(\pi n/2)\,e^{-n\kappa_m}}{2t\cosh\kappa_m},$$

where the bracket is $2i\sin(\pi n/2)$ and $-i\cdot2i=2$. Since $2t\cosh\kappa_m=\sqrt{4t^2+\omega_m^2}$, this is the term $m$ of (1).

### Bound on the remainder

On the raised line write $\varepsilon/k_BT=x+iy$. Then $y=2\pi M\sin q$ and $|x|=(2t/k_BT)\cosh K_M|\cos q|\ge2\pi M|\cos q|$, because $\cosh K_M>\sinh K_M$. The denominator of $f$ obeys

$$|1+e^{x+iy}|^2=1+2e^x\cos y+e^{2x}.$$

If $\cos y\ge0$, this is at least 1, and $|f|\le1$.

If $\cos y<0$, it is at least $(1-e^x)^2$. In that case $|y|$ must be more than $\pi/2$ away from its largest possible value $2\pi M$, so $|\sin q|<1-1/(4M)$. It follows that

$$\cos^2q>\frac1{2M}-\frac1{16M^2}\ge\frac7{16M},\qquad |x|>\frac{\pi\sqrt7}{2}\sqrt M>4 .$$

Hence $|f|<1/(1-e^{-4})<1.02$ on the whole line, and

$$|R_M|<1.02\,e^{-nK_M}.\tag{3}$$

For $n\ge1$ the limit $M\to\infty$ removes the remainder and proves (1). For $M=1$, (3) proves (2): the remainder falls as $e^{-nK_1}$, and $\sinh K_1=2\sinh\kappa_0$ makes $K_1>\kappa_0$.

The first omitted term, relative to the one kept, is

$$\frac{\cosh\kappa_0}{\cosh\kappa_1}\,e^{-n(\kappa_1-\kappa_0)} .$$

The one-pole form therefore needs $n(\kappa_1-\kappa_0)\gg1$. At low temperature $\kappa_1-\kappa_0\approx\pi k_BT/t$, and the condition becomes $n\gg t/(\pi k_BT)$.

The rate was tested by evaluating the defining integral in high precision at $n=41$ and $43$ and taking $\tfrac12\ln|\rho_{41}/\rho_{43}|$. At $k_BT=t$ this gives 1.2334 per site, equal to $\operatorname{arcsinh}(\pi/2)$ to the digits shown, while the linear form $\pi k_BT/2t$ would give 1.5708.

## The $1/n$ law at zero temperature

At $T=0$ the states with $|k|<\pi/2$ are filled, and direct integration gives

$$\rho_n=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}e^{ikn}dk=\frac{\sin(\pi n/2)}{\pi n}.\tag{4}$$

The pole sum must reach the same value. Take odd $n$ and set

$$F(\omega)=\frac{e^{-n\kappa}}{2t\cosh\kappa},\qquad \omega=2t\sinh\kappa,\qquad h=2\pi k_BT .$$

Then $|\rho_n|=(1/\pi)\,h\sum_mF(\omega_m)$. The points $\omega_m=(m+\tfrac12)h$ are the midpoints of cells of width $h$, so this is a midpoint rule. Because $d\omega=2t\cosh\kappa\,d\kappa$,

$$\int_0^\infty F\,d\omega=\int_0^\infty e^{-n\kappa}d\kappa=\frac1n .$$

As $T\to0$ the poles merge into a continuum, the sum becomes the integral, and (4) follows. Each pole still gives an exponential, but their rates now extend down to zero, and the superposition is a power law.

### Two-sided bound

The slope of $F$ is

$$\frac{dF}{d\omega}=-\frac{D}{4t^2},\qquad D=\frac{e^{-n\kappa}(n+\tanh\kappa)}{\cosh^2\kappa}>0,$$

so $F$ decreases. Differentiating $D$ and using $1/\cosh^2\kappa=1-\tanh^2\kappa$,

$$\frac{dD}{d\kappa}=\frac{e^{-n\kappa}}{\cosh^2\kappa}\left(1-n^2-3n\tanh\kappa-3\tanh^2\kappa\right)<0\quad(n\ge1,\ \kappa>0).$$

The slope of $F$ therefore rises, and $F$ is convex. For a convex function the midpoint rule lies below the integral, which gives an upper bound. For a decreasing function $hF(\omega_m)$ exceeds the integral from $\omega_m$ to $\omega_{m+1}$, which gives a lower bound. Together, for odd $n$ and $T>0$,

$$\frac{e^{-n\kappa_0}}{\pi n}\le|\rho_n|<\frac1{\pi n}.\tag{5}$$

Warming the half-filled chain thus reduces the magnitude of every odd element below its zero-temperature value. Since $\kappa_0\to0$ as $T\to0$, (5) also proves the limit.

The leading error of the midpoint rule is

$$h\sum_mF(\omega_m)-\int_0^\infty F\,d\omega\approx-\frac{h^2}{24}\int_0^\infty F''d\omega=\frac{h^2}{24}F'(0),\qquad F'(0)=-\frac n{4t^2}.$$

Inserting $h=2\pi k_BT$ gives the first thermal correction at fixed $n$:

$$|\rho_n|\approx\frac1{\pi n}\left[1-\frac16\left(\frac{n\pi k_BT}{2t}\right)^2\right].\tag{6}$$

The limits $T\to0$ and $n\to\infty$ do not commute. For odd $n$, the product $n|\rho_n|$ tends to $1/\pi$ if $T\to0$ is taken first, and to zero if $n\to\infty$ is taken first.

## Crossover at low temperature and the opposite limit

Let $x=\pi k_BT/2t\ll1$ and keep $nx$ fixed. In the terms that matter $\kappa_m\approx(2m+1)x$ and $\cosh\kappa_m\approx1$, and the sum is geometric:

$$|\rho_n|\approx\frac{k_BT}{t}\sum_{m=0}^\infty e^{-(2m+1)nx}=\frac{k_BT}{2t\,\sinh(n\pi k_BT/2t)} .\tag{7}$$

For $nx\ll1$ this is $1/(\pi n)$, and for $nx\gg1$ it is $(k_BT/t)e^{-nx}$. The neglected pieces are $n[(2m+1)x]^3/6$ in the exponent and $[(2m+1)x]^2/2$ in the prefactor, both of order $x^2$ at fixed $nx$. Going from $n=25$, $k_BT/t=0.15$ to $n=75$, $k_BT/t=0.05$ reduces the relative error of (7) by a factor 8.93, close to the expected 9.

With site spacing $a$, the low-temperature decay length is $a/x=2ta/(\pi k_BT)=\hbar v_F/(\pi k_BT)$, where $v_F=2ta/\hbar$ is the Fermi velocity. Equation (7) must not be used for $n\to\infty$ at fixed $T$, because the error $n(x-\kappa_0)$ in the exponent grows without limit.

For $k_BT\gg t$, $e^{-\kappa_m}\approx t/\omega_m$ and $2t\cosh\kappa_m\approx\omega_m$. For odd $n$ this gives

$$|\rho_n|\approx\frac2\pi\left(\frac t{\pi k_BT}\right)^n\sum_{m=0}^\infty\frac1{(2m+1)^{n+1}} .$$

The rate is now logarithmic in temperature, $\kappa_0\approx\ln(\pi k_BT/t)$. For $n=1$ the sum is $\pi^2/8$ and $\rho_1\approx t/(4k_BT)$. The expansion $f\approx\tfrac12-\varepsilon/4k_BT$ gives the same value.

## Evaluating the sum

For $n=1$ the terms of (1) fall only as $1/\omega_m^2$, so plain truncation converges slowly. The arguments behind (5), applied to the terms $m\ge M$, bound the magnitude of the tail for odd $n$:

$$\frac{e^{-n\kappa_M}}{\pi n}\le|\text{tail}|<\frac{e^{-nK_M}}{\pi n}.\tag{8}$$

Adding the upper value, with the sign $\sin(\pi n/2)$, to the first $M$ terms is a good closure, and (8) supplies its error bound.

## Worked example: fermionic atoms in an optical lattice

Spin-polarized potassium-40 atoms in an optical lattice are close to the model, because identical fermions have no s-wave collisions. For the same reason almost nothing restores a thermal distribution once the atoms are in the lattice, so equilibrium at a temperature $T$ is an assumption here. The following inputs are rough typical values, with the temperature at the cold end: wavelength 1064 nm, lattice depth 8 recoil energies along the chain and 30 across it, and $T=2$ nK. Energies are quoted as $E/k_B$.

The site spacing is half the wavelength, 532 nm. The recoil energy $h^2/(2m_{\rm a}\lambda^2)$, with $m_{\rm a}=39.96$ u, is 211.66 nK. The hopping follows from the lowest band $E(k)$, computed in plane waves, as $t=-\frac1{2\pi}\int_{-\pi}^{\pi}E(k)\cos k\,dk$, and equals 6.519 nK. Raising the plane-wave cutoff from 5 to 10 moves it by about $10^{-10}$ nK. Then

$$\frac{k_BT}{t}=\frac{2}{6.519}=0.3068,\qquad \frac{\pi k_BT}{2t}=0.4819,\qquad \kappa_0=\operatorname{arcsinh}0.4819=0.4650 .$$

The decay length is $532/0.4650\approx1140$ nm, or 2.15 sites. The prefactor is $A=0.2764$. At $n=5$ the one-pole form gives $0.2764\,e^{-2.325}=0.0270$, against 0.0276 from the full integral and 0.0637 at $T=0$.

At $n=1$ the one-pole term is 0.1736, while the full value is 0.3046. The energy per site is $-2t\rho_1$, so one pole would miss 43% of it. The closure (8) with $M=1$ uses $\sinh K_1=0.9638$, hence $K_1=0.856$. It adds $e^{-0.856}/\pi=0.135$, for a total of 0.309, which is 1.4% too high.

Cooling at fixed $t$ restores the $1/n$ law. At $n=5$ the ratio $5\pi|\rho_5|$ rises from 0.433 at 2 nK to 0.942 at 0.5 nK and 0.9976 at 0.1 nK. For the last value, (6) gives $1-(5\times0.0241)^2/6=0.9976$.

### What the real system adds

Each effect below was switched on alone, with $T$ and the lattice depths held fixed.

- **Longer hops.** The full lowest band also contains a second-neighbour term $-2t_2\cos2k$, with $t_2/t=-0.021$. With the full band and $\mu$ reset to half filling, $\rho_9$ changes by $-0.7\%$. The second-neighbour term alone gives only $-0.04\%$, so nearly all of this change comes from still longer hops. Even elements no longer vanish: $\rho_2=-0.0006$.
- **Tunnelling between chains.** A hopping of 0.098 nK in each of the two transverse directions changes $\rho_9$ by $-0.8\%$.
- **Axial trap.** A 20 Hz trap, with $\mu$ at the band centre at its minimum, holds 26.9 atoms. Between sites placed about the trap centre, $\rho_9$ changes by $-0.13\%$. This trap is weak. Red-detuned transverse lattice beams of this depth with waists of 100 to 300 μm confine along the chain at roughly 150 to 50 Hz, so 20 Hz needs waists near 0.8 mm or a compensating potential. The central change of $\rho_9$ grows quickly with frequency: $-2\%$ at 40 Hz, $-10\%$ at 60 Hz and $-73\%$ at 100 Hz, where the chain holds only about 5 atoms. The remaining figures are for 20 Hz. Away from the centre the filling drops and the effect is large: between sites 6 and 15, counted from the centre, the change is $-33\%$. Summed over the whole cloud and divided by the atom number, the separation-9 element is only 27% of the same per-atom quantity in the uniform half-filled chain, which is $\rho_9/\rho_0=2\rho_9$.
- **Second band.** It begins $406\,k_BT$ above $\mu$, so its thermal occupation is negligible.

The residual p-wave interaction is not included or estimated.

The assumed thermal distribution matters too. Suppose a half-filled free gas is loaded so slowly that each $k$ keeps its occupation, with no collisions, and ends with the same nearest-neighbour band energy as the 2 nK state. Then $\rho_9$ is 6% smaller than the thermal value, and $\rho_2=-0.0045$ instead of zero.

The decay rate also depends on the filling. For $\mu\ne0$ the nearest poles satisfy $-2t\cos k=\mu\pm i\pi k_BT$. Separating real and imaginary parts and eliminating $\operatorname{Re}k$ gives, for $S=\sinh^2(\operatorname{Im}k)$ and $p=\mu/2t$,

$$\frac{p^2}{1+S}+\frac{x^2}{S}=1\quad\Longrightarrow\quad S^2+(1-p^2-x^2)S-x^2=0 .$$

At $p=0$ the positive root is $S=x^2$, as in (2). For $\mu=t$ and $x=0.4819$ it is $S=0.288$, so the rate is 0.514 per site, 11% above the half-filled value. The period of the oscillation with $n$ changes with filling too, and at moderate $n$ this can matter more than the rate. At 2 nK and $\mu=-0.4t$, where the filling is 0.43, $\rho_9$ has the opposite sign and only 13% of its half-filled magnitude, while the change of rate alone would lower it by 6%. A measurement that averages over chains of different filling therefore mixes different periods as well as different decay rates. Values for other separations and temperatures at half filling are listed in the numerical output.

## Computed results

```
Largest |f| on shifted lines: 1.0052
kT/t, rate from integral, arcsinh, linear (per site):
  0.3  0.455340  0.455340  0.471239
  1.0  1.233403  1.233403  1.570796
  3.0  2.254415  2.254415  4.712389
Crossover error ratio (tau cut by 3): 8.93
Wavelength 1064 nm, site spacing 532 nm
Atomic mass 39.96 u
Depths along, across: 8, 30 recoil energies
Recoil energy / kB: 211.66 nK
Hopping t / kB: 6.5190 nK
  shift, cutoff 5 -> 10: -1.0e-10 nK
  shift, mesh 100 -> 400: 7.4e-13 nK
Temperature 2.0 nK, kT/t = 0.3068
pi kT/2t = 0.4819
kappa_0 = 0.4650, kappa_1 = 1.1643 per site
Decay length 2.151 sites = 1144 nm
One-pole prefactor: 0.2764
n, rho_n, one-pole term, T=0 value:
   1 +0.304587 +0.173606 +0.318310
   3 -0.075219 -0.068500 -0.106103
   5 +0.027590 +0.027028 +0.063662
   7 -0.010717 -0.010665 -0.045473
   9 +0.004213 +0.004208 +0.035368
  11 -0.001661 -0.001660 -0.028937
T (nK), decay length (nm), pi*n*|rho_n| at n=5:
  10.00       330 0.00291
   2.00      1144 0.43338
   0.50      4426 0.94164
   0.10     22081 0.99758
   0.02    110394 0.99990
Neglected effects at the example's numbers:
Second-neighbour hopping t2/t: -0.0206
rho_2 with full lowest band: -0.000635
Second band above mu: 406 kT
Trap 20 Hz: energy at site 10 = 1.074 nK
Trap: filling at centre 0.5001, atoms 26.9
Hopping between chains / kB: 0.0980 nK
n, change of rho_n in %: full band, trap, coupled chains
  1  -0.02  +0.00  -0.01
  5  -0.25  -0.00  -0.28
  9  -0.73  -0.13  -0.84
```
